# Temperature exponent of mobility limited by optical-phonon absorption in two dimensions

## Problem

Electrons in a two-dimensional semiconductor channel occupy a parabolic, isotropic band of mass \(m\). They lose momentum by absorbing optical phonons of a single energy \(E_0=48\) meV. Phonon emission and all other scattering are left out at first. The coupling constant \(D_0\) does not depend on the phonon wavevector, the phonons are in equilibrium at temperature \(T\), the field is weak, and the electrons are non-degenerate.

(a) Find the momentum relaxation rate and the mobility \(\mu(T)\).

(b) Find the local logarithmic exponent

\[
s(T)=\frac{d\ln\mu}{d\ln T}
\]

and evaluate it at 300 K. How well does a power law with this exponent, rounded to one decimal, describe \(\mu\) between 250 and 350 K?

(c) Restore phonon emission and find how the mobility and the exponent change at 300 K.

(d) Estimate the effects of acoustic phonons, degeneracy and polar coupling.

For absolute values take \(m=0.50\,m_0\), areal mass density \(\rho=3.0\times10^{-7}\) g/cm², \(D_0=1.0\times10^{9}\) eV/cm and two equivalent valleys. These are round model parameters.

## Solution

### (a) Rate and mobility

**The matrix element.** In a layer of area \(A\), a phonon mode of angular frequency \(E_0/\hbar\) has the squared zero-point amplitude \(\hbar/(2\rho A\,E_0/\hbar)=\hbar^2/(2\rho A E_0)\). The electron energy shifts by \(D_0\) per unit displacement, and absorption from a mode holding \(N\) phonons on average brings a factor \(N\). The squared matrix element is therefore

\[
|M|^2=\frac{\hbar^2D_0^2}{2\rho A E_0}\,N .
\]

**The final states.** An electron of energy \(E\) ends at energy \(E+E_0\). Spin is conserved, and \(D_0\) is an effective constant referred to one final valley. With \(\varepsilon=\hbar^2k'^2/2m\) we have \(k'dk'=m\,d\varepsilon/\hbar^2\), so the number of final states per unit area and energy is

\[
\int\frac{k'dk'}{2\pi}\,\delta(\varepsilon-E-E_0)
=\frac{m}{2\pi\hbar^2}\int_0^\infty d\varepsilon\,\delta(\varepsilon-E-E_0)
=\frac{m}{2\pi\hbar^2}.
\]

The initial energy has dropped out, because the density of states of a parabolic band in two dimensions is flat.

**The rate.** The golden rule gives

\[
\frac1\tau=\frac{2\pi}{\hbar}\,\frac{\hbar^2D_0^2N}{2\rho E_0}\,\frac{m}{2\pi\hbar^2}
=\frac{D_0^2\,m}{2\rho\hbar E_0}\,N\equiv C N .
\]

All electrons share this rate, whatever their energy.

**From scattering to momentum relaxation.** Write the distribution as \(f=f_0+\delta f\), where \(f_0\) is the equilibrium part and \(\delta f\) is linear in the field \(F\) along \(x\). Since \(\delta f\) is proportional to \(v_x\), it is odd in \(\mathbf k\). Electrons scattered into a given state come from all directions with equal probability, so the contributions of \(\delta f\) to this inflow cancel. What remains is the outflow \(-\delta f/\tau\), and the scattering time is also the momentum relaxation time.

In the steady state the force \(-eF\) balances this loss:

\[
-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{\delta f}{\tau}
\quad\Rightarrow\quad
\delta f=eF\tau\,v_x\frac{\partial f_0}{\partial E}
=-\frac{eF\tau\,v_x}{kT}\,f_0 .
\]

Here \(\partial E/\partial k_x=\hbar v_x\) was used, together with \(f_0\propto e^{-E/kT}\); \(k\) beside \(T\) is Boltzmann's constant. The mean velocity is

\[
\langle v_x\rangle=-\frac{eF\tau}{kT}\langle v_x^2\rangle_0=-\frac{e\tau}{m}F ,
\]

because equipartition gives \(m\langle v_x^2\rangle_0=kT\). The minus sign reflects the negative charge, and the mobility is \(\mu=e\tau/m\).

One idealization enters here. Electrons that could absorb but never emit would heat up without end, so absorption alone cannot maintain \(f_0\). The model imposes the equilibrium distribution and counts the momentum lost by absorption.

**The occupation.** Let \(x=E_0/kT\) and \(r=e^{-x}\). The level with \(n\) phonons has weight \(r^n\), and the sum of weights is \(Z=1/(1-r)\). Hence

\[
N=\frac{\sum_n n r^n}{Z}=r\frac{d\ln Z}{dr}=\frac{r}{1-r}=\frac1{e^x-1}.
\]

The mobility follows:

\[
\mu(T)=\frac{e}{mCN}=\frac{2e\rho\hbar E_0}{m^2D_0^2}\left(e^{x}-1\right).
\]

With mass, density, coupling and phonon energy held fixed, the temperature dependence lies entirely in the last factor.

**Absolute value at 300 K.** The thermal energy is 25.852 meV, so \(x=48.0/25.852=1.8567\) and \(N=0.1851\). In SI units \(D_0=1.602\times10^{-8}\) J/m, \(\rho=3.0\times10^{-6}\) kg/m², \(m=4.555\times10^{-31}\) kg and \(E_0=7.690\times10^{-21}\) J, so

\[
\frac1\tau=\frac{(1.602\times10^{-8})^2(4.555\times10^{-31})(0.1851)}
{2(3.0\times10^{-6})(1.0546\times10^{-34})(7.690\times10^{-21})}\ \mathrm{s^{-1}}
=4.45\times10^{12}\ \mathrm{s^{-1}} .
\]

This means \(\tau=0.225\) ps and \(\mu=e\tau/m=0.0791\) m²/Vs, or 791 cm²/Vs.

### (b) The local exponent

Since \(x\) is inversely proportional to \(T\),

\[
\frac{dx}{d\ln T}=T\left(-\frac{E_0}{kT^2}\right)=-x .
\]

The prefactor of \(\mu\) does not contribute to the logarithmic derivative, and the chain rule gives

\[
s(T)=\frac{d\ln(e^x-1)}{dx}\,\frac{dx}{d\ln T}
=-\frac{x\,e^x}{e^x-1}=-\frac{x}{1-e^{-x}} .
\]

At 300 K, \(e^{-x}=0.1562\), so

\[
s(300\ \mathrm K)=-\frac{1.8567}{1-0.1562}=-2.20 .
\]

Near room temperature the mobility therefore falls approximately as \(T^{-2.2}\). Numerical differentiation of a mobility built from an explicit sum over oscillator levels gives the same \(-2.2004\) as the formula; these values are in the numerical output.

**Two limits.** When \(kT\gg E_0\), \(1-e^{-x}\approx x-x^2/2\), and \(s\approx-(1+x/2)\to-1\): the number of phonons is then proportional to \(T\). When \(kT\ll E_0\), \(s\to-x\): the phonons are thermally activated, and the exponent grows in size without limit on cooling. At 300 K neither limit suffices, since they give \(-1\) and \(-1.86\).

**Range of the power law.** The exponent is the slope of a tangent on a log-log plot. Its change along the curve is

\[
\frac{ds}{d\ln T}=-x\frac{ds}{dx}
=x\,\frac{1-(1+x)e^{-x}}{(1-e^{-x})^2}>0 ,
\]

where the sign follows from \(e^x>1+x\) for \(x>0\). The curve of \(\ln\mu\) against \(\ln T\) is convex and lies above its tangent on both sides. The numbers show this:

| \(T\) (K) | \(\mu\) (cm²/Vs) | \(s\) | Error of \(T^{-2.2}\) law |
|---|---|---|---|
| 250 | 1212 | −2.50 | −2.6 % |
| 300 | 791 | −2.20 | 0 by construction |
| 350 | 573 | −2.00 | −1.6 % |

The errors are relative to the full expression, with the power law matched to it at 300 K. At 250 K, for example, the law gives \(791\times1.2^{2.2}\approx1181\) cm²/Vs instead of 1212. The mobility is reproduced within 3 % over this interval, although the local exponent itself changes by 0.5.

### (c) Phonon emission

An electron with \(E>E_0\) can also emit a phonon. The factor \(N\) is then replaced by \(N+1\), while the final density of states is the same, because \(E-E_0\) is positive. The total rate is \(CN\) below the threshold and \(C(2N+1)\) above it.

The relaxation time now depends on energy. In the derivation of part (a), \(\tau\) must stay inside the thermal average. At fixed energy the directional average of \(v_x^2\) is \(E/m\), so with \(u=E/kT\)

\[
\mu=\frac em\int_0^\infty u\,e^{-u}\,\tau(u)\,du .
\]

Electrons above the threshold carry the weight

\[
w=\int_x^\infty u\,e^{-u}du=(1+x)e^{-x}=0.446 .
\]

They are 16 % of the electrons (\(e^{-x}\)) but carry 45 % of the weight, since faster electrons contribute more to the current. The ratio of the mobility with emission to that without it is

\[
R=(1-w)+w\frac{N}{2N+1}=1-w\,\frac{N+1}{2N+1}.
\]

Using \(N+1=1/(1-e^{-x})\) and \(2N+1=(1+e^{-x})/(1-e^{-x})\),

\[
R=1-\frac{(1+x)e^{-x}}{1+e^{-x}}=1-\frac{1+x}{e^x+1}=\frac{e^x-x}{e^x+1}.
\]

At 300 K, \(e^x=6.40\) and \(R=4.55/7.40=0.614\). Emission lowers the mobility from 791 to 486 cm²/Vs.

The exponent gains the term \(d\ln R/d\ln T=-xR'/R\), where

\[
R'=-\frac{(e^x+1)-(1+x)e^x}{(e^x+1)^2}=\frac{x e^x-1}{(e^x+1)^2}=0.199 .
\]

The new exponent is

\[
s_{\rm em}=-2.20-\frac{1.857\times0.199}{0.614}=-2.80 .
\]

At 300 K the fall is steeper because heating lifts more of the current-carrying electrons above the emission threshold. This holds while \(R'>0\), that is for \(xe^x>1\) or \(x>0.57\); at higher temperatures emission makes the fall slightly shallower. The value \(-2.2\) thus belongs to absorption alone, and not to optical-phonon scattering as a whole.

For \(x\gg1\), \(R\to1\): few electrons can emit, and the absorption-only result becomes good for this phonon mode. For \(x\ll1\), \(R\to1/2\), since absorption and emission become equally frequent.

The golden rule is also less secure above the threshold. The level width \(\hbar/\tau\) is 2.9 meV for absorption alone, well below \(kT\), but 21.7 meV with emission, which is comparable with \(kT\). The mobility and exponent with emission are therefore estimates. As a crude measure of the uncertainty, smearing the emission threshold with a Lorentzian of fixed full width 2.9 meV gives about 410 cm²/Vs and an exponent of \(-2.5\); a width of 21.7 meV gives about 270 cm²/Vs and \(-1.8\). Much of this shift comes from the long Lorentzian tails, which allow emission far below the threshold. A Gaussian of the same full widths gives about 475 cm²/Vs and \(-2.8\), and about 400 cm²/Vs and \(-2.6\), so the size of the correction depends on the line shape assumed.

### (d) Other neglected effects

**Acoustic phonons.** For deformation potential \(\Xi\) and sound speed \(v\), the squared coupling is \(\hbar\Xi^2q/(2\rho Av)\) at wavevector \(q\). When \(kT\gg\hbar vq\), absorption and emission together bring the factor \(2kT/(\hbar vq)\), and \(q\) cancels. Treating the collisions as elastic,

\[
\frac1{\tau_{\rm ac}}=\frac{2\pi}{\hbar}\,\frac{\Xi^2kT}{\rho v^2}\,\frac{m}{2\pi\hbar^2}
=\frac{m\,\Xi^2kT}{\hbar^3\rho v^2}.
\]

With \(\Xi=2.5\) eV and \(v=6.0\times10^5\) cm/s this is \(2.39\times10^{12}\) s⁻¹ at 300 K.

For rates \(\Gamma_i\) that do not depend on electron energy, \(\mu\propto1/\sum_i\Gamma_i\). If mechanism \(i\) alone would give the exponent \(s_i\), then \(d\Gamma_i/d\ln T=-s_i\Gamma_i\), and

\[
s=-\frac{\sum_i d\Gamma_i/d\ln T}{\sum_i\Gamma_i}=\frac{\sum_i s_i\Gamma_i}{\sum_i\Gamma_i}.
\]

Absorption has 65 % of the combined rate, and the acoustic exponent is \(-1\). Without optical emission,

\[
s=0.65(-2.20)+0.35(-1)=-1.78 ,
\]

with a mobility of 515 cm²/Vs. When optical emission is included too, the thermal average gives 329 cm²/Vs and \(s=-2.30\). This lies near \(-2.2\) because two corrections of opposite sign partly cancel for these parameters. A measured exponent near \(-2.2\) would therefore not show that absorption alone limits the mobility.

**Degeneracy.** With occupied states taken into account, the net loss from a state \(f\) to a state \(f'\) at energy \(E+E_0\), through absorption and its reverse, is proportional to \(Nf(1-f')-(N+1)f'(1-f)\). Its derivative with respect to \(f\) is

\[
N(1-f')+(N+1)f'=N+f' ,
\]

which replaces \(N\) in the relaxation rate. The thermal average is taken with the Fermi distribution at fixed sheet density. At \(10^{12}\) cm⁻² the mobility is 2 % below the non-degenerate value and the exponent is about \(-2.2\). At \(10^{13}\) cm⁻² the mobility is 15 % lower and the exponent is about \(-2.0\). These figures leave out emission from the state \(f\) itself. Restoring it adds \(N+1-f''\) to the rate above the threshold, where \(f''\) is the occupation at \(E-E_0\). The mobility then lies 5 % below its non-degenerate value at \(10^{12}\) cm⁻² and 37 % below it at \(10^{13}\) cm⁻², with exponents of about \(-2.8\) and \(-2.3\).

**Polar coupling.** In a polar layer the coupling weakens with wavevector. A rough estimate multiplies the absorption rate by the angular average of \(\mathrm{erfc}^2(q\sigma/2)\), with \(\sigma=0.50\) nm and the coupling at \(q=0\) held fixed. The exponent obtained from this out-scattering rate alone is about \(-2.0\). As \(N\) remains a common factor, the shift comes from the thermal average over the energy-dependent coupling. The estimate omits screening and the inflow term, which no longer cancels when small-angle scattering is favoured. With absorption alone the inflow cannot simply be added: electrons climb in energy without returning, and the calculated mobility keeps rising as the number of energy levels included grows from 10 to 60. With emission restored, the same coupling gives a settled result, in which the inflow raises the mobility by about 16 % and changes the exponent from about \(-2.7\) to \(-2.5\). The value \(-2.0\) therefore shows only how the energy-dependent coupling acts on the out-scattering rate, and is not a prediction for a polar layer.

### The model beside real channels

The mass, areal density and phonon energy are in the rough range of semiconducting monolayer transition-metal dichalcogenides. The value of \(D_0\) is high for a single non-polar mode, for which a few \(10^8\) eV/cm is more typical. Since the rate varies as \(D_0^2\), optical scattering is about six times stronger here than for a mode with \(4\times10^8\) eV/cm, so the absolute mobilities describe the model and not a particular material. The coupling \(D_0\) cancels from the absorption-only exponent.

Room-temperature mobilities in real monolayer devices are often tens of cm²/Vs, far below 791 cm²/Vs. Besides emission and acoustic phonons, such devices have charged impurities, defects and substrate phonons. The weighted average above shows how strongly these can matter. Suppose that an added scattering rate, independent of temperature and electron energy, lowers the absorption-only mobility tenfold at 300 K. Absorption then has one tenth of the total rate, and the exponent shrinks from \(-2.20\) to \(-0.22\). The \(T^{-2.2}\) law therefore cannot be carried over to a device unchanged. Even if phonons of 48 meV were the only source of momentum loss, their emission would accompany absorption. With a sharp emission threshold the exponent of this model at 300 K is then about \(-2.8\), a value that level broadening can change noticeably, as part (c) shows.

## Computed results

```
Phonon energy: 48.0 meV
Temperature: 300 K
Effective mass: 0.50 m0
Areal mass density: 3.0e-07 g/cm2
Optical coupling D0: 1.0e+09 eV/cm
Number of valleys: 2
Thermal energy kT: 25.852 meV
Ratio x = E0/kT: 1.8567
exp(-x): 0.1562
Phonon occupation N: 0.1851
Absorption rate: 4.447e+12 1/s
Scattering time: 0.2249 ps
Absorption-only mobility at 250 K: 1212.5 cm2/Vs
Local exponent at 250 K: -2.4971
Absorption-only mobility at 300 K: 791.0 cm2/Vs
Local exponent at 300 K: -2.2004
Absorption-only mobility at 350 K: 572.6 cm2/Vs
Local exponent at 350 K: -1.9984
Exponent at 300 K by temperature difference: -2.2004
Error of T^-2.2 law at 250 K: -2.57 %
Error of T^-2.2 law at 350 K: -1.59 %
Mobility weight of electrons above E0: 0.4462
With emission, mobility: 485.7 cm2/Vs
With emission, exponent: -2.801
Level width hbar/tau, absorption: 2.93 meV
Level width hbar/tau, absorption and emission: 21.67 meV
Acoustic deformation potential: 2.50 eV
Sound speed: 6.0e+05 cm/s
Acoustic rate: 2.390e+12 1/s
Optical share, absorption plus acoustic: 0.6505
Absorption plus acoustic, mobility: 514.5 cm2/Vs
Absorption plus acoustic, exponent: -1.781
Absorption, emission, acoustic, mobility: 329.4 cm2/Vs
Absorption, emission, acoustic, exponent: -2.303
Density 1e+12 cm-2, mobility / non-degenerate value: 0.9811
Density 1e+12 cm-2, exponent: -2.175
Density 1e+13 cm-2, mobility / non-degenerate value: 0.8532
Density 1e+13 cm-2, exponent: -2.015
Polar coupling range parameter: 0.50 nm
Polar out-scattering estimate, exponent: -1.955
```
